# Mean-field transition temperature of an alternating-plane Ising superlattice: a program that tests the result

```python
# Result under test: mean-field transition of a simple cubic Ising superlattice
# with alternating A and B planes, H = -sum_bonds J_ij s_i s_j, s = +-1:
#   k Tc = 2(JA+JB) + 2 sqrt((JA-JB)^2 + J^2),
# the larger eigenvalue of K = [[4JA, 2J], [2J, 4JB]].
# JA, JB: in-plane couplings; J: coupling between neighbouring planes.
# Energies are in meV; temperatures called kT are also in meV.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

rng = np.random.default_rng(12345)
MEV = 1e-3 * const.e
KELVIN_PER_MEV = MEV / const.k


def tc_formula(JA, JB, J):
    return 2 * (JA + JB) + 2 * np.sqrt((JA - JB) ** 2 + J ** 2)


def build_bonds(L, JA, JB, J):
    """Periodic L x L x L lattice; the last axis is the stacking axis."""
    site = np.arange(L ** 3).reshape(L, L, L)
    plane = np.where(np.arange(L) % 2 == 0, JA, JB) * np.ones((L, L, L))
    first, second, coupling = [], [], []
    for axis in range(3):
        first.append(site.ravel())
        second.append(np.roll(site, -1, axis=axis).ravel())
        c = plane if axis < 2 else J * np.ones((L, L, L))
        coupling.append(c.ravel())
    return tuple(np.concatenate(x) for x in (first, second, coupling))


def lattice_matrix(L, JA, JB, J):
    i, j, c = build_bonds(L, JA, JB, J)
    M = np.zeros((L ** 3, L ** 3))
    np.add.at(M, (i, j), c)
    np.add.at(M, (j, i), c)
    return M


# --- Formula against the complete site-by-site coupling matrix
for JA, JB, J in [(8, 3, 5), (2, 7, 1.5), (4, 4, 3), (6, 0, 2), (8, 3, -5)]:
    values, vectors = np.linalg.eigh(lattice_matrix(4, JA, JB, J))
    assert abs(values[-1] - tc_formula(JA, JB, J)) < 1e-9
    top = vectors[:, -1].reshape(4, 4, 4)
    ratio = (tc_formula(JA, JB, J) - 4 * JA) / (2 * J)
    assert np.allclose(top[:, :, 1] / top[:, :, 0], ratio, atol=1e-7)
    assert np.sign(ratio) == np.sign(J)

# --- Worked example
JA, JB, J = 8.0, 3.0, 5.0
K = np.array([[4 * JA, 2 * J], [2 * J, 4 * JB]])
eigenvalues = np.linalg.eigvalsh(K)
kTc = tc_formula(JA, JB, J)
mode_ratio = (kTc - 4 * JA) / (2 * J)
bulkA, bulkB = 4 * JA + 2 * J, 4 * JB + 2 * J
weak_estimate = 4 * JA + J ** 2 / (JA - JB)
assert (bulkA + bulkB) / 2 < kTc < bulkA
small = 0.05
exact_shift = np.linalg.eigvalsh([[4 * JA, 2 * small],
                                  [2 * small, 4 * JB]])[-1] - 4 * JA
assert abs(exact_shift / (small ** 2 / (JA - JB)) - 1) < 1e-3

# --- Nonlinear mean-field equations solved on every site, random start
M = lattice_matrix(4, JA, JB, J)


def solve_sites(kT, steps):
    m = rng.uniform(0.1, 0.9, 64)
    for _ in range(steps):
        m = np.tanh(M @ m / kT)
    return m.reshape(4, 4, 4)


assert np.max(np.abs(solve_sites(1.01 * kTc, 4000))) < 1e-10
assert np.min(solve_sites(0.99 * kTc, 4000)) > 0.03
near = solve_sites(0.999 * kTc, 15000)
assert abs(near[0, 0, 1] / near[0, 0, 0] - mode_ratio) < 0.005


# --- Variational free energy per A-B pair
def free_energy(mA, mB, kT):
    total = -0.5 * (K[0, 0] * mA ** 2 + K[1, 1] * mB ** 2) - K[0, 1] * mA * mB
    for m in (mA, mB):
        m = np.clip(m, -1 + 1e-12, 1 - 1e-12)
        up, down = (1 + m) / 2, (1 - m) / 2
        total = total + kT * (up * np.log(up) + down * np.log(down))
    return total


grid = np.linspace(-0.995, 0.995, 399)
gA, gB = np.meshgrid(grid, grid, indexing="ij")
for factor, ordered in [(1.001, False), (0.97, True)]:
    kT = factor * kTc
    lowest = np.min(free_energy(gA, gB, kT) - free_energy(0.0, 0.0, kT))
    assert (lowest < -1e-4) if ordered else (lowest > -1e-10)
T_use = 300.0
kT_use = T_use / KELVIN_PER_MEV
best = minimize(lambda x: free_energy(x[0], x[1], kT_use), [0.5, 0.5],
                method="Nelder-Mead",
                options={"xatol": 1e-9, "fatol": 1e-13, "maxiter": 2000}).x
sites = solve_sites(kT_use, 2000)
assert np.allclose(sites[:, :, 0], best[0], atol=1e-5)
assert np.allclose(sites[:, :, 1], best[1], atol=1e-5)


# --- Fluctuations: cluster Monte Carlo for the same Hamiltonian
def cluster_moments(L, kT, sweeps):
    """Return <m^2>, <m^4> of the mean spin, from cluster sizes."""
    i, j, c = build_bonds(L, JA, JB, J)
    n = L ** 3
    probability = 1 - np.exp(-2 * c / kT)
    spin = np.ones(n, dtype=int)
    m2 = m4 = 0.0
    skip = sweeps // 10
    for sweep in range(sweeps + skip):
        on = (spin[i] == spin[j]) & (rng.random(i.size) < probability)
        a, b = i[on], j[on]
        graph = coo_matrix((np.ones(a.size), (a, b)), shape=(n, n))
        count, label = connected_components(graph, directed=False)
        spin = (2 * rng.integers(0, 2, count) - 1)[label]
        if sweep >= skip:
            size = np.bincount(label) / n
            s2, s4 = np.sum(size ** 2), np.sum(size ** 4)
            m2 += s2
            m4 += 3 * s2 ** 2 - 2 * s4
    return m2 / sweeps, m4 / sweeps


# Sampler against enumeration of all 256 states of a 2 x 2 x 2 lattice
states = 1 - 2 * ((np.arange(256)[:, None] >> np.arange(8)) & 1)
bi, bj, bc = build_bonds(2, JA, JB, J)
weight = np.exp((states[:, bi] * states[:, bj]) @ bc / 60.0)
weight /= weight.sum()
mean_spin = states.mean(axis=1)
mc2, mc4 = cluster_moments(2, 60.0, 4000)
# tolerance covers the statistical error of 4000 correlated sweeps
assert abs(mc2 - weight @ mean_spin ** 2) < 0.04
assert abs(mc4 - weight @ mean_spin ** 4) < 0.04

fractions = np.linspace(0.64, 0.80, 9)
binder = []
for L, sweeps in [(6, 1000), (12, 500)]:
    row = []
    for x in fractions:
        m2, m4 = cluster_moments(L, x * kTc, sweeps)
        row.append(1 - m4 / (3 * m2 ** 2))
    binder.append(row)
difference = np.array(binder[1]) - np.array(binder[0])
hi, lo = int(np.argmax(difference)), int(np.argmin(difference))
assert hi < lo and difference[hi] > 0 > difference[lo]
slope, offset = np.polyfit(fractions[hi:lo + 1], difference[hi:lo + 1], 1)
mc_fraction = -offset / slope
assert fractions[hi] < mc_fraction < fractions[lo]

# --- Dipolar forces beyond nearest neighbours, dipoles along x in the planes
R = 200
x, y = np.meshgrid(np.arange(-R, R + 1), np.arange(-R, R + 1), indexing="ij")
disc = x ** 2 + y ** 2 <= R ** 2


def plane_sum(height):
    r2 = (x ** 2 + y ** 2 + height ** 2).astype(float)
    use = disc & (r2 > 0)
    terms = (3 * x[use] ** 2 - r2[use]) / r2[use] ** 2.5
    return terms.sum() + np.pi / R      # integral over the region outside


same_plane, next_plane = plane_sum(0), plane_sum(1)
g = 2 * np.pi * np.arange(-4, 5)
gx, gy = np.meshgrid(g, g, indexing="ij")
G = np.hypot(gx, gy)
nz = G > 0
reciprocal = -np.sum(2 * np.pi * gx[nz] ** 2 / G[nz] * np.exp(-G[nz]))
assert abs(next_plane - reciprocal) < 1e-3
polarization, spacing, eps_el = 5.0, 0.40, 2.5    # uC/cm2, nm, relative
P_SI, a_SI = polarization * 1e-2, spacing * 1e-9
dipole = P_SI * a_SI ** 3
D = dipole ** 2 / (4 * np.pi * const.epsilon_0 * eps_el * a_SI ** 3) / MEV
tail_same = D * (same_plane - 2.0)        # four in-plane neighbours sum to 2
tail_next = 2 * D * (next_plane + 1.0)    # each vertical neighbour gives -1
K_tail = K + np.array([[tail_same, tail_next], [tail_next, tail_same]])
kTc_tail = np.linalg.eigvalsh(K_tail)[-1]

# --- Tunnelling: single-site response from diagonalization
Gamma = 1.0


def mean_sz(field, gamma, kT):
    e, v = np.linalg.eigh(np.array([[-field, -gamma], [-gamma, field]]))
    w = np.exp(-(e - e[0]) / kT)
    return np.sum(w * (v[0] ** 2 - v[1] ** 2)) / w.sum()


for gamma in (1.0, 20.0):
    kT_t = gamma / np.arctanh(gamma / kTc)
    response = (mean_sz(1e-3, gamma, kT_t) - mean_sz(-1e-3, gamma, kT_t)) / 2e-3
    assert abs(kTc * response - 1) < 1e-5
kTc_tunnel = Gamma / np.arctanh(Gamma / kTc)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("In-plane coupling JA", JA, "meV", 1)
show("In-plane coupling JB", JB, "meV", 1)
show("Interplane coupling J", J, "meV", 1)
show("Matrix element 4JA", K[0, 0], "meV", 1)
show("Matrix element 4JB", K[1, 1], "meV", 1)
show("Matrix element 2J", K[0, 1], "meV", 1)
show("Larger eigenvalue of K", eigenvalues[1], "meV")
show("Smaller eigenvalue of K", eigenvalues[0], "meV")
show("Formula k Tc", kTc, "meV")
show("Kelvin per meV", KELVIN_PER_MEV, "K/meV", 4)
show("Mean-field Tc of superlattice", kTc * KELVIN_PER_MEV, "K", 1)
show("Bulk A k Tc", bulkA, "meV", 1)
show("Bulk A Tc", bulkA * KELVIN_PER_MEV, "K", 1)
show("Bulk B k Tc", bulkB, "meV", 1)
show("Bulk B Tc", bulkB * KELVIN_PER_MEV, "K", 1)
show("Mean of bulk Tc values", (bulkA + bulkB) / 2 * KELVIN_PER_MEV, "K", 1)
show("Weak-J estimate of k Tc", weak_estimate, "meV", 2)
show("Critical mode ratio mB/mA", mode_ratio, "", 4)
show("Temperature of use", T_use, "K", 0)
show("k times temperature of use", kT_use, "meV")
show("mA at temperature of use", best[0], "", 4)
show("mB at temperature of use", best[1], "", 4)
show("Monte Carlo Tc / mean-field Tc", mc_fraction, "", 2)
show("Monte Carlo Tc (few percent)", mc_fraction * kTc * KELVIN_PER_MEV, "K", 0)
show("Assumed saturated polarization", polarization, "uC/cm2", 1)
show("Assumed lattice spacing", spacing, "nm", 2)
show("Assumed electronic permittivity", eps_el, "(relative)", 1)
show("Dipole energy scale D", D, "meV", 2)
show("Dipole sum, same plane", same_plane, "(units of D)")
show("Dipole sum, one adjacent plane", next_plane, "(units of D)")
show("Dipole tail added to 4JA and 4JB", tail_same, "meV", 2)
show("Dipole tail added to 2J", tail_next, "meV", 2)
show("k Tc with dipole tail", kTc_tail, "meV", 2)
show("Tc shift from dipole tail", (kTc_tail - kTc) * KELVIN_PER_MEV, "K", 0)
show("Assumed tunnelling energy Gamma", Gamma, "meV", 1)
show("Tc shift from tunnelling", (kTc_tunnel - kTc) * KELVIN_PER_MEV, "K", 2)
print("all good")
```

Printed output:

```
In-plane coupling JA: 8.0 meV
In-plane coupling JB: 3.0 meV
Interplane coupling J: 5.0 meV
Matrix element 4JA: 32.0 meV
Matrix element 4JB: 12.0 meV
Matrix element 2J: 10.0 meV
Larger eigenvalue of K: 36.142 meV
Smaller eigenvalue of K: 7.858 meV
Formula k Tc: 36.142 meV
Kelvin per meV: 11.6045 K/meV
Mean-field Tc of superlattice: 419.4 K
Bulk A k Tc: 42.0 meV
Bulk A Tc: 487.4 K
Bulk B k Tc: 22.0 meV
Bulk B Tc: 255.3 K
Mean of bulk Tc values: 371.3 K
Weak-J estimate of k Tc: 37.00 meV
Critical mode ratio mB/mA: 0.4142
Temperature of use: 300 K
k times temperature of use: 25.852 meV
mA at temperature of use: 0.8475
mB at temperature of use: 0.5120
Monte Carlo Tc / mean-field Tc: 0.69
Monte Carlo Tc (few percent): 289 K
Assumed saturated polarization: 5.0 uC/cm2
Assumed lattice spacing: 0.40 nm
Assumed electronic permittivity: 2.5 (relative)
Dipole energy scale D: 3.59 meV
Dipole sum, same plane: 4.517 (units of D)
Dipole sum, one adjacent plane: -0.164 (units of D)
Dipole tail added to 4JA and 4JB: 9.04 meV
Dipole tail added to 2J: 6.00 meV
k Tc with dipole tail: 49.91 meV
Tc shift from dipole tail: 160 K
Assumed tunnelling energy Gamma: 1.0 meV
Tc shift from tunnelling: -0.11 K
all good
```
